# Weibull Initiation Followed by Exponentially Distributed Growth: Early Failures of Thin Oxides: test program

```python
# Result under test: if T = X + Y, with X Weibull (slope b, scale eta) and
# Y independent and exponential (mean tau), then at early times
#   P(T <= t) ~ t**(b+1) / ((b+1) * tau * eta**b),
# so the slope of ln(-ln(1-F)) against ln(t) tends to b+1.
# X: initiation time of a breakdown spot; Y: its growth time to failure.
# All times are in seconds unless a name or label says otherwise.
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammainc


def cdf_total(t, b, eta, growth_cdf):
    """P(X+Y <= t): initiation density times growth distribution."""
    def integrand(v):              # v = (u/eta)**b, u = initiation time
        remaining = max(t - eta * v**(1 / b), 0.0)
        return np.exp(-v) * growth_cdf(remaining)
    return quad(integrand, 0, (t / eta)**b, epsabs=0, epsrel=1e-10,
                limit=300)[0]


def cdf_exp(t, b, eta, tau):
    return cdf_total(t, b, eta, lambda s: -np.expm1(-s / tau))


def slope_numeric(cdf, t, h=1e-3):
    """Weibull-plot slope by central difference in ln(t)."""
    w = [np.log(-np.log1p(-cdf(t * np.exp(d)))) for d in (-h, h)]
    return (w[1] - w[0]) / (2 * h)


def leading(t, b, eta, tau):
    return t**(b + 1) / ((b + 1) * tau * eta**b)


def lower_bracket(t, b, eta, tau):
    return (1 - t / ((b + 2) * tau)
            - (b + 1) * (t / eta)**b / (2 * (2 * b + 1)))


def slope_early(t, b, eta, tau):
    return (b + 1 - t / ((b + 2) * tau)
            - b * (b + 1) * (t / eta)**b / (2 * (2 * b + 1)))


# Worked example: round parameters, rough regime of a thin gate oxide
b, eta, tau = 1.2, 1.0e4, 2.0e3
thickness_nm, voltage, area_um2, temperature = 1.5, 2.2, 1.0, 398.0


def F(t):
    return cdf_exp(t, b, eta, tau)


# Bounds, limiting slope and first slope corrections for several b
for shape in (0.7, 1.2, 2.5):
    def F_shape(t):
        return cdf_exp(t, shape, eta, tau)
    for t in (20.0, 200.0, 1000.0):
        upper = leading(t, shape, eta, tau)
        lower = upper * lower_bracket(t, shape, eta, tau)
        value = F_shape(t)
        assert lower < value < upper
        initiated = -np.expm1(-(t / eta)**shape)
        slope_density = (t * (initiated - value) / tau
                         / ((1 - value) * -np.log1p(-value)))
        assert abs(slope_density - slope_numeric(F_shape, t)) < 1e-5
    assert abs(slope_numeric(F_shape, 0.01) - (shape + 1)) < 1e-4
    drop = shape + 1 - slope_numeric(F_shape, 20.0)
    predicted = shape + 1 - slope_early(20.0, shape, eta, tau)
    assert abs(drop / predicted - 1) < 0.03   # next order is about 1%

# Symbolic case b=1, eta=5, tau=1: two exponential stages
ts, us = sp.symbols('t u', positive=True)
F_symbolic = sp.integrate(sp.exp(us - ts), (us, 0, ts)) - sp.integrate(
    sp.exp(sp.Rational(4, 5) * us - ts), (us, 0, ts))
series = sp.series(F_symbolic, ts, 0, 4).removeO()
derived = ts**2 / 10 * (1 - ts / 3 - ts / 15)
assert sp.simplify(sp.expand(series - derived)) == 0

# When growth is much faster than t, the slope returns towards b
tau_fast, t_middle = 1e-5 * eta, 1e-3 * eta
slope_middle = slope_numeric(
    lambda t: cdf_exp(t, b, eta, tau_fast), t_middle)
assert abs(slope_middle - b * (1 + tau_fast / t_middle)) < 3e-4

# Growth density vanishing linearly at zero: two units of extra slope
def F_gamma(t):
    return cdf_total(t, b, eta, lambda s: gammainc(2, s / tau))


slope_gamma = slope_numeric(F_gamma, 2.0)
gamma_leading = 2.0**(b + 2) / ((b + 1) * (b + 2) * tau**2 * eta**b)
assert abs(slope_gamma - (b + 2)) < 2e-3
assert abs(F_gamma(2.0) / gamma_leading - 1) < 2e-3


# Several competing spots, tested by simulating the initiation process
def F_multi(t):
    exponent = quad(lambda u: (u / eta)**b * np.exp(-(t - u) / tau) / tau,
                    0, t, epsabs=0, epsrel=1e-10)[0]
    return -np.expm1(-exponent)


rng = np.random.default_rng(12345)
n_devices = 1_000_000
cumulative = np.zeros(n_devices)
first_final = np.full(n_devices, np.inf)
for spot in range(6):       # a seventh spot by 2000 s is negligible
    cumulative += rng.exponential(size=n_devices)
    final = eta * cumulative**(1 / b) + rng.exponential(tau, n_devices)
    if spot == 0:
        single_final = final.copy()
    first_final = np.minimum(first_final, final)
for t in (200.0, 2000.0):
    for sample, probability in ((single_final, F(t)),
                                (first_final, F_multi(t))):
        sigma = np.sqrt(probability * (1 - probability) / n_devices)
        assert abs(np.mean(sample <= t) - probability) < 4 * sigma

# Lifetimes at a small failed fraction, and area scaling
p = 1e-4
t_exact = brentq(lambda t: F(t) - p, 1, 5000)
t_formula = ((b + 1) * tau * eta**b * p)**(1 / (b + 1))
t_initiation = eta * (-np.log1p(-p))**(1 / b)
assert abs(t_exact / t_formula - 1) < 0.02
eta_large = eta * 10**(-1 / b)
t_large = brentq(lambda t: cdf_exp(t, b, eta_large, tau) - p, 1, 5000)
area_ratio, area_formula = t_large / t_exact, 10**(-1 / (b + 1))
assert abs(area_ratio / area_formula - 1) < 0.02
t_edge = brentq(lambda t: slope_numeric(F, t) - (b + 0.9), 10, 3000)

# Sizes of neglected effects at one early time
t_ref = 200.0
leak_density, fail_current, fastest_efold = 100.0, 1e-4, 5.0
leak_current = leak_density * area_um2 * 1e-8       # A/cm2 times cm2
t_min = fastest_efold * np.log(fail_current / leak_current)
slope_delay = slope_numeric(lambda t: F(t - t_min), t_ref)
delay_formula = (slope_early(t_ref - t_min, b, eta, tau)
                 * t_ref / (t_ref - t_min))
assert abs(slope_delay - delay_formula) < 0.005

voltage_exponent, voltage_spread = 44.0, 0.01
log_spread = voltage_exponent * voltage_spread
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()


def F_spread(t):
    """Average when both times share one lognormal factor."""
    return sum(w * F(t * np.exp(log_spread * x))
               for x, w in zip(nodes, weights))


spread_formula = np.exp(((b + 1) * log_spread)**2 / 2)
assert abs(F_spread(2.0) / F(2.0) / spread_formula - 1) < 3e-3

activation_eV, temperature_error = 0.6, 5.0
time_factor = np.exp(activation_eV * e_charge / k_boltzmann
                     * (1 / temperature
                        - 1 / (temperature + temperature_error)))
heat_ratio = F(t_ref * time_factor) / F(t_ref)
assert abs(heat_ratio / time_factor**(b + 1) - 1) < 0.03
conductivity, spot_radius_nm = 100.0, 10.0           # W/(m K), nm
spot_heating = (voltage * fail_current
                / (4 * conductivity * spot_radius_nm * 1e-9))
half_tau_ratio = cdf_exp(t_ref, b, eta, tau / 2) / F(t_ref)
assert abs(half_tau_ratio / 2 - 1) < 0.05

print(f"Oxide thickness: {thickness_nm:.1f} nm; area: {area_um2:.1f} um2")
print(f"Voltage: {voltage:.1f} V; temperature: {temperature:.0f} K")
print(f"Nominal field V/thickness: {10*voltage/thickness_nm:.1f} MV/cm")
print(f"Initiation slope b: {b:.1f}; scale eta: {eta:.0f} s")
print(f"Mean growth time tau: {tau:.0f} s")
for t in (20.0, 200.0, 2000.0, 10000.0):
    print(f"t = {t:.0f} s: F = {F(t):.4e}, early law = "
          f"{leading(t, b, eta, tau):.4e}, slope = "
          f"{slope_numeric(F, t):.3f}")
print(f"Lower bound on F at {t_ref:.0f} s: "
      f"{leading(t_ref,b,eta,tau)*lower_bracket(t_ref,b,eta,tau):.4e}")
print(f"Early slope formula at {t_ref:.0f} s: "
      f"{slope_early(t_ref, b, eta, tau):.3f}")
print(f"Failed fraction for lifetime: {p*1e6:.0f} ppm")
print(f"Lifetime, initiation only: {t_initiation:.2f} s")
print(f"Lifetime, both stages, numerical: {t_exact:.1f} s")
print(f"Lifetime, both stages, early law: {t_formula:.1f} s")
print(f"Lifetime gain from growth: {t_exact/t_initiation:.1f} times")
print(f"Slope is b+0.9 at: {t_edge:.0f} s, where F = {F(t_edge):.3e}")
print(f"Devices per expected failure by then: {1/F(t_edge):.0f}")
print(f"Tenfold area, lifetime ratio: {area_ratio:.4f} numerical, "
      f"{area_formula:.4f} early law")
print(f"Fast growth check: tau = {tau_fast:.2f} s, t = {t_middle:.0f} s, "
      f"slope = {slope_middle:.4f}")
print(f"Gamma growth of shape 2: slope at 2 s = {slope_gamma:.4f}")
print(f"Several spots, F ratio at 200 s: {F_multi(200.)/F(200.):.4f}")
print(f"Several spots, F ratio at 2000 s: {F_multi(2000.)/F(2000.):.4f}")
print(f"Assumed tunnelling leakage density: {leak_density:.0f} A/cm2")
print(f"Background current: {leak_current*1e6:.1f} uA; failure current: "
      f"{fail_current*1e6:.0f} uA")
print(f"Assumed fastest e-fold time of current: {fastest_efold:.1f} s")
print(f"Minimum growth time: {t_min:.1f} s")
print(f"With it at 200 s: F ratio = {F(t_ref-t_min)/F(t_ref):.3f}, "
      f"slope = {slope_delay:.3f}")
print(f"With it, 100 ppm lifetime: {t_exact+t_min:.1f} s")
print(f"Assumed voltage exponent: {voltage_exponent:.0f}; "
      f"voltage spread: {100*voltage_spread:.0f} %")
print(f"Voltage spread, F ratio at 200 s: {F_spread(t_ref)/F(t_ref):.3f}; "
      f"early limit: {spread_formula:.3f}")
print(f"Voltage spread, slope at 200 s: {slope_numeric(F_spread,t_ref):.3f}")
print(f"Assumed activation energy: {activation_eV:.1f} eV")
print(f"Temperature {temperature_error:.0f} K higher: times shorter by "
      f"{time_factor:.3f}, F ratio at 200 s = {heat_ratio:.3f}")
print(f"Assumed conductivity: {conductivity:.0f} W/(m K); "
      f"spot radius: {spot_radius_nm:.0f} nm")
print(f"Spot heating at failure current: {spot_heating:.0f} K")
print(f"If tau is halved, F ratio at 200 s: {half_tau_ratio:.3f}")
print("all assertions hold")
```

Output:

```
Oxide thickness: 1.5 nm; area: 1.0 um2
Voltage: 2.2 V; temperature: 398 K
Nominal field V/thickness: 14.7 MV/cm
Initiation slope b: 1.2; scale eta: 10000 s
Mean growth time tau: 2000 s
t = 20 s: F = 2.6144e-06, early law = 2.6231e-06, slope = 2.197
t = 200 s: F = 4.0184e-04, early law = 4.1573e-04, slope = 2.166
t = 2000 s: F = 4.6982e-02, early law = 6.5889e-02, slope = 1.918
t = 10000 s: F = 5.2710e-01, early law = 2.2727e+00, slope = 1.483
Lower bound on F at 200 s: 4.0151e-04
Early slope formula at 200 s: 2.165
Failed fraction for lifetime: 100 ppm
Lifetime, initiation only: 4.64 s
Lifetime, both stages, numerical: 105.5 s
Lifetime, both stages, early law: 104.7 s
Lifetime gain from growth: 22.7 times
Slope is b+0.9 at: 609 s, where F = 4.338e-03
Devices per expected failure by then: 231
Tenfold area, lifetime ratio: 0.3498 numerical, 0.3511 early law
Fast growth check: tau = 0.10 s, t = 10 s, slope = 1.2121
Gamma growth of shape 2: slope at 2 s = 3.1995
Several spots, F ratio at 200 s: 1.0028
Several spots, F ratio at 2000 s: 1.0257
Assumed tunnelling leakage density: 100 A/cm2
Background current: 1.0 uA; failure current: 100 uA
Assumed fastest e-fold time of current: 5.0 s
Minimum growth time: 23.0 s
With it at 200 s: F ratio = 0.767, slope = 2.452
With it, 100 ppm lifetime: 128.5 s
Assumed voltage exponent: 44; voltage spread: 1 %
Voltage spread, F ratio at 200 s: 1.561; early limit: 1.598
Voltage spread, slope at 200 s: 2.143
Assumed activation energy: 0.6 eV
Temperature 5 K higher: times shorter by 1.242, F ratio at 200 s = 1.599
Assumed conductivity: 100 W/(m K); spot radius: 10 nm
Spot heating at failure current: 55 K
If tau is halved, F ratio at 200 s: 1.940
all assertions hold
```
